# Intrinsic Current-Gain Cutoff Frequency from a Small-Signal Transistor Model

## Definitions and conventions

A field-effect transistor has a gate, a source and a drain. The source is the common terminal, at zero potential. The gate and drain are held at constant bias voltages, on which small signals are superposed. A signal is written as $\mathrm{Re}(v\,e^{i\omega t})$, so a time derivative becomes multiplication by $i\omega$. The gate current $i_g$ and the drain current $i_d$ are both counted positive when they flow into the device.

The short-circuit current gain is

$$
h_{21}(\omega)=\left.\frac{i_d}{i_g}\right|_{v_d=0}. \tag{1}
$$

The condition $v_d=0$ applies to the signal alone: the drain keeps its constant bias voltage, and an ideal voltage source absorbs the alternating drain current.

At low frequency the gain will turn out to fall as $1/\omega$. The cutoff angular frequency $\omega_T$ is the frequency at which this low-frequency law, continued as a straight line on logarithmic axes, reaches one:

$$
\omega_T=\lim_{\omega\to0}\omega\,|h_{21}(\omega)|,\qquad f_T=\frac{\omega_T}{2\pi}. \tag{2}
$$

This must be distinguished from the frequency $\omega_1$ at which $|h_{21}|$ itself equals one. The two differ in general (in the circuit model below, whenever the gate-drain capacitance is not zero), and the formula $g_m/(2\pi C_G)$ belongs to the first.

The algebra uses atomic units, $e=\hbar=1$. An angular frequency is then an energy, a conductance is a multiple of $e^2/\hbar$, and a capacitance has the dimension of an inverse energy. Numerical energies are in eV, so capacitances are in $e^2/\mathrm{eV}$. No length enters the example.

## From the transistor to its linear model

The model is quasi-static: the charges and the conduction current at each instant are those of a steady state with the same terminal voltages. The gate charge is the sum of a part facing the source and a part facing the drain,

$$
Q_G=Q_{gs}(V_{GS})+Q_{gd}(V_{GD}),
$$

and the conduction current from drain to source is $I(V_{GS},V_{DS})$. Gate leakage is neglected. The word "intrinsic" means that the resistances of the access regions and contacts, and the capacitances of the pads, are left out.

Expanding to first order about the bias point defines the elements of the model:

$$
C_{gs}=\frac{dQ_{gs}}{dV_{GS}},\quad
C_{gd}=\frac{dQ_{gd}}{dV_{GD}},\quad
g_m=\frac{\partial I}{\partial V_{GS}},\quad
g_{ds}=\frac{\partial I}{\partial V_{DS}}. \tag{3}
$$

A drain-source capacitance $C_{ds}$ is also included. All these elements are taken as positive.

If the gate voltage changes while source and drain stay fixed, $V_{GS}$ and $V_{GD}$ change by the same amount. The total gate capacitance is therefore

$$
C_G=\left.\frac{\partial Q_G}{\partial V_G}\right|_{V_S,V_D}=C_{gs}+C_{gd}. \tag{4}
$$

With the source grounded, the gate current charges both gate capacitances:

$$
i_g=i\omega C_{gs}v_g+i\omega C_{gd}(v_g-v_d). \tag{5}
$$

The drain current supplies the conduction current and charges the two capacitances connected to the drain:

$$
i_d=g_mv_g+g_{ds}v_d+i\omega C_{ds}v_d+i\omega C_{gd}(v_d-v_g). \tag{6}
$$

The last term has the voltage difference $v_d-v_g$ because it is the current entering $C_{gd}$ from the drain side. It is the negative of the corresponding term in (5).

## The current gain and its cutoff

Setting $v_d=0$ in (5) gives

$$
i_g=i\omega(C_{gs}+C_{gd})v_g=i\omega C_Gv_g. \tag{7}
$$

The capacitances add because the short circuit places the same signal voltage across both. In (6), the terms with $g_{ds}$ and $C_{ds}$ vanish because there is no signal voltage across those elements:

$$
i_d=(g_m-i\omega C_{gd})v_g. \tag{8}
$$

The negative term is the displacement current that passes from the gate through $C_{gd}$ and leaves the device at the drain. Dividing (8) by (7) removes $v_g$:

$$
h_{21}(\omega)=\frac{g_m-i\omega C_{gd}}{i\omega C_G}. \tag{9}
$$

Now multiply the magnitude by $\omega$. The real and imaginary parts of the numerator add in quadrature, so

$$
\omega|h_{21}|=\frac{\sqrt{g_m^2+\omega^2C_{gd}^2}}{C_G}. \tag{10}
$$

As $\omega\to0$ the second term under the root vanishes. Definition (2) then gives

$$
\boxed{\;\omega_T=\frac{g_m}{C_G},\qquad
f_T=\frac{g_m}{2\pi(C_{gs}+C_{gd})}\;} \tag{11}
$$

The factor $2\pi$ comes only from converting angular to ordinary frequency. The formula contains no other constant, so it has the same form with $g_m$ in siemens and $C_G$ in farads. If the gate is made wider and both $g_m$ and $C_G$ grow in proportion to the width, $f_T$ does not change.

The splitting of charge into two capacitors is not essential to (11). In a more general quasi-static device, the drain charge may respond to the gate voltage with a coefficient $-C_{dg}$, where $C_{dg}\ne C_{gd}$. Equation (7) still holds with $C_G=\partial Q_G/\partial V_G$, while (8) becomes $i_d=(g_m-i\omega C_{dg})v_g$. The low-frequency limit is again $g_m/C_G$.

## Where the gain itself equals one

Let $\rho=C_{gd}/C_G$, which lies between zero and one. Squaring (10) and dividing by $\omega^2$ gives

$$
|h_{21}|^2=\left(\frac{\omega_T}{\omega}\right)^2+\rho^2. \tag{12}
$$

Setting the left side to one at $\omega=\omega_1$ gives $(\omega_T/\omega_1)^2=1-\rho^2$, and hence

$$
\omega_1=\frac{\omega_T}{\sqrt{1-\rho^2}}
=\frac{g_m}{\sqrt{C_G^2-C_{gd}^2}}. \tag{13}
$$

For weak gate-drain coupling, expansion of the root gives $\omega_1\simeq\omega_T(1+\rho^2/2)$. The difference is then of second order in $\rho$. As $C_{gs}\to0$ at fixed $C_G$, by contrast, $\rho\to1$ and $\omega_1$ grows without bound, while $\omega_T$ stays where it was.

The reason is visible in (12). At high frequency $|h_{21}|$ tends to $\rho$, not to zero. The gate current divides between the two capacitors in proportion to their capacitances, and the fraction $\rho$ passes to the drain without any transistor action. This current raises $\omega_1$ but says nothing about the controlled current source.

Equation (12) also shows how accurately $\omega_T$ can be read from a gain at a finite frequency $\omega_m$. The estimate is

$$
\omega_m|h_{21}(\omega_m)|
=\omega_T\sqrt{1+\rho^2\frac{\omega_m^2}{\omega_T^2}}
\simeq\omega_T\left(1+\frac{\rho^2\omega_m^2}{2\omega_T^2}\right). \tag{14}
$$

Its leading relative error is quadratic in $\omega_m/\omega_T$. The coefficient $\rho^2/2$, however, belongs to the intrinsic circuit model. Finite transit time and access resistances contribute at the same order $\omega_m^2$, so in a real device the coefficient can differ in size and even in sign. For a long square-law channel in saturation, treated as a distributed channel, $C_{gd}=0$ and (14) gives no error, yet the estimate at $\omega_T/10$ lies 0.003% below $\omega_T$.

There is also a lower limit on useful frequencies if the gate leaks. A leakage conductance $g_g$ from gate to source changes (7) to $i_g=(g_g+i\omega C_G)v_g$. The gain then levels off at $g_m/g_g$ as $\omega\to0$, and the limit in (2) is no longer the quantity wanted. The $1/\omega$ law must instead be read in the range $g_g/C_G\ll\omega\ll\omega_T/\rho$, provided that such a range exists and that the quasi-static model holds in it.

## Charge, current and transit time

At fixed source and drain voltages, both the conduction current and the gate charge are functions of $V_G$ alone. The chain rule turns (11) into

$$
\omega_T=\frac{\partial I/\partial V_G}{\partial Q_G/\partial V_G}
=\left.\frac{dI}{dQ_G}\right|_{V_S,V_D}. \tag{15}
$$

Thus $1/\omega_T$ is the gate charge that must be supplied per unit change of drain current. A large transconductance does not help if it is bought with a proportionally larger gate charge.

A simple channel connects this with carrier motion. Let carriers move at a fixed speed $u$ through a channel of length $L$, and let their charge have magnitude $Q_{ch}$, spread uniformly. The charge per length is $Q_{ch}/L$, so $I=uQ_{ch}/L$. If every change of gate charge is matched by an equal change of $Q_{ch}$, then (15) gives

$$
\omega_T=\frac{u}{L}=\frac1{t_{tr}}, \tag{16}
$$

where $t_{tr}$ is the transit time. The value $\omega_Tt_{tr}=1$ is special to uniform charge at fixed speed; a long square-law channel in saturation has $\omega_Tt_{tr}=2$. If part of the gate charge instead faces fixed electrodes through a capacitance $C_p$, and $C_{ch}=dQ_{ch}/dV_G$, then $g_m=uC_{ch}/L$ and $C_G=C_{ch}+C_p$. The cutoff becomes

$$
\omega_T=\frac{u}{L}\,\frac{C_{ch}}{C_{ch}+C_p}. \tag{17}
$$

The extra charge must be supplied but carries no channel current, so it lowers the cutoff.

Equation (16) also exposes a limit of the model. The quasi-static assumption requires the signal to change little during a transit, $\omega t_{tr}\ll1$. In this channel $\omega_Tt_{tr}=1$, so the assumption is not justified at the cutoff itself. The extrapolated $\omega_T$ remains meaningful because it uses the gain at $\omega\ll\omega_T$. The crossing $\omega_1$ and the coefficient in (14) are properties of the circuit model, and a real device need not follow them.

## How small the signal must be

The linear model omits the curvature of the charge and current laws. How the resulting error grows with the signal can be seen by keeping second-order terms. Let $v$ now be the instantaneous change of gate voltage, $q$ the change of gate charge and $j$ the change of conduction current at fixed drain voltage:

$$
q=C_G\left(v+\tfrac12\beta v^2\right),\qquad
j=g_m\left(v+\tfrac12\gamma v^2\right). \tag{18}
$$

The coefficients $\beta$ and $\gamma$ are inverse voltages. A sinusoidal gate current fixes the charge up to a constant. Here the mean gate charge is taken to stay at its bias value, while the mean gate voltage may shift slightly. Then $q=C_Gx$ with $x=A\sin\omega t$. Solving the first relation for $v$ in powers of $x$ gives

$$
v=x-\tfrac12\beta x^2+\tfrac12\beta^2x^3+\dots
$$

To the same order $v^2=x^2-\beta x^3$, and so

$$
\frac{j}{g_m}=x+\tfrac12(\gamma-\beta)x^2+\tfrac12\beta(\beta-\gamma)x^3+\dots \tag{19}
$$

The square produces a constant and a second harmonic, but no current at $\omega$. The cube does contribute at $\omega$, because $\sin^3\theta=\frac34\sin\theta-\frac14\sin3\theta$. The conduction current at the signal frequency is therefore multiplied by

$$
1+\tfrac38\beta(\beta-\gamma)A^2. \tag{20}
$$

The coefficient depends on what is held fixed. If the mean gate voltage is kept at its bias value instead, the mean charge shifts by $C_G\beta A^2/4$. The square in (19) then also contributes at $\omega$, and $\tfrac38$ is replaced by $\tfrac18$. Cubic terms added to (18) would likewise change the coefficient but not the power of $A$. Halving the voltage swing thus reduces the leading relative error fourfold. At low frequency, where the displacement current at the drain is negligible, the linear gain is adequate when the full correction of order $A^2$, including the part from any cubic terms, is small.

## What access resistance changes

Suppose now that resistances $R_g$, $R_s$ and $R_d$ lie in series with the gate, source and drain, and that the short circuit is applied at the outer terminals. The result to leading order at low frequency follows from charge and current balance.

Let $v_{gs}$ and $v_{ds}$ be the internal signal voltages and $R=R_s+R_d$. At low frequency $i_g$ is much smaller than $i_d$, so the same current $i_d$ flows through $R_d$ and $R_s$. The outer drain and source have no signal voltage between them, which requires

$$
v_{ds}=-Ri_d. \tag{21}
$$

The displacement currents at the drain are also negligible in this limit, and the drain current is

$$
i_d=g_mv_{gs}+g_{ds}v_{ds}=g_mv_{gs}-g_{ds}Ri_d.
$$

Collecting $i_d$ on the left gives

$$
v_{gs}=\frac{1+Rg_{ds}}{g_m}\,i_d. \tag{22}
$$

The gate charge amplitude $q_g$ follows from the voltages across the two capacitors, with $v_{gd}=v_{gs}-v_{ds}$:

$$
q_g=C_{gs}v_{gs}+C_{gd}(v_{gs}-v_{ds})
=C_Gv_{gs}+C_{gd}Ri_d. \tag{23}
$$

Since $i_g=i\omega q_g$, the extrapolated cutoff satisfies $1/\omega_{T,\mathrm{ext}}=q_g/i_d$. Inserting (22) into (23) yields

$$
\frac1{\omega_{T,\mathrm{ext}}}
=\frac{C_G}{g_m}\left(1+Rg_{ds}\right)+RC_{gd}. \tag{24}
$$

The first correction arises because the internal drain-source voltage is no longer fixed, so the output conductance opposes the controlled current. The second is the additional charge on $C_{gd}$ caused by the same voltage. The gate resistance is absent: it changes the voltage needed to drive a given gate current, but not the ratio of the currents. With a pad capacitance outside $R_g$ this remains true only to leading order at low frequency. For $R\to0$, (24) returns to (11).

## A worked example

The following round parameters describe a model device, not a particular material:

- $g_m=160\,e^2/\hbar$ and $g_{ds}=8\,e^2/\hbar$
- $C_{gs}=5.4\times10^5\,e^2/\mathrm{eV}$ and $C_{gd}=0.6\times10^5\,e^2/\mathrm{eV}$
- $R_s=0.0010\,\hbar/e^2$ and $R_d=0.0015\,\hbar/e^2$

The total gate capacitance is $C_G=6.0\times10^5\,e^2/\mathrm{eV}$. From (11),

$$
\hbar\omega_T=\frac{160}{6.0\times10^5}\,\mathrm{eV}
=2.667\times10^{-4}\,\mathrm{eV}.
$$

Dividing this energy by $2\pi\hbar$ gives $f_T=64.5$ GHz. If $C_{gd}$ were left out of the denominator, the result would be $2.963\times10^{-4}$ eV, which is 11% above the correct value. Although $C_{gd}$ is only one tenth of the gate capacitance, it enters $\omega_T$ in first order.

Its effect on the unit crossing is much smaller. Here $\rho=0.1$, and (13) gives $\omega_1/\omega_T=1/\sqrt{0.99}=1.005$, or $\hbar\omega_1=2.680\times10^{-4}$ eV. At $\omega_T/10$, equation (12) gives $|h_{21}|=\sqrt{100+0.01}=10.0005$. In the intrinsic circuit model, extrapolation from that point therefore overestimates $\omega_T$ by 0.005%, in agreement with (14). Transit-time effects can make the error several times larger at the same $\rho$.

A second device shows the opposite case. Keep $g_m$ and $C_G$, but take $C_{gs}=2.4\times10^5\,e^2/\mathrm{eV}$ and $C_{gd}=3.6\times10^5\,e^2/\mathrm{eV}$. Equation (11) gives the same $\omega_T$. Now $\rho=0.6$, so $\omega_1/\omega_T=1/\sqrt{1-0.36}=1.25$. The crossing now lies 25% above $\omega_T$, instead of 0.5%, although neither the transconductance nor the total gate capacitance has changed.

For the first device with access resistance, $R=0.0025\,\hbar/e^2$. The terms of (24), in units of $\hbar/\mathrm{eV}$, are

$$
\frac{C_G}{g_m}=3750,\qquad
\frac{C_G}{g_m}Rg_{ds}=3750\times0.02=75,\qquad
RC_{gd}=0.0025\times6.0\times10^4=150.
$$

Their sum is 3975, and its inverse is $\hbar\omega_{T,\mathrm{ext}}=2.516\times10^{-4}$ eV, or 60.8 GHz. The access resistances lower the cutoff by 5.7% relative to the intrinsic value. Two thirds of the added delay comes from the gate-drain capacitance and one third from the output conductance. To recover the intrinsic $f_T$ from a cutoff measured at the outer terminals, both contributions must be removed, together with any pad capacitance. A capacitance $C_{pg}$ between the outer gate and outer source terminals adds $C_{pg}\left[(1+Rg_{ds})/g_m+R_s\right]$ to (24), not merely $C_{pg}/g_m$.

Numbers in the example were calculated in double precision.
